# Why Elliptical Magnetization Precession Loses More Energy per Cycle: test program

```python
"""
Energy loss per cycle of elliptical magnetization precession.

Result under test: for small precession about z with transverse stiffness
fields Bx, By (tesla) and isotropic Gilbert damping alpha,
    decay rate  = alpha*gamma*A/(1+alpha^2),          A = (Bx+By)/2
    frequency   = gamma*sqrt(G^2-alpha^2(A^2-G^2))/(1+alpha^2), G = sqrt(Bx*By)
    energy lost in one cycle = 1 - exp(-Lambda),
    Lambda = 4*pi*alpha*rho/sqrt(1-alpha^2(rho^2-1)), rho = A/G.
m is the unit magnetization; x is out of plane, y in plane, z the easy axis.
Time inside the solver is gamma*t (unit 1/tesla); energy is per magnetic
moment (unit tesla).  The reference side is the full nonlinear equation
    dm/dt = -gamma m x B + m x (D dm/dt),   D = damping (scalar or diagonal).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, simpson

gamma = const.physical_constants["electron gyromag. ratio"][0]
mu_B = const.physical_constants["Bohr magneton"][0]


def close(value, reference, rel):
    return abs(value - reference) <= rel * abs(reference)


def velocity(m, stiffness, damping, bias=0.0):
    """Solve the implicit Gilbert equation for dm/d(gamma t)."""
    cross = np.array([[0, -m[2], m[1]], [m[2], 0, -m[0]], [-m[1], m[0], 0]])
    field = np.array([-stiffness[0] * m[0], -stiffness[1] * m[1], bias])
    tensor = np.diag(np.broadcast_to(damping, 3))
    return np.linalg.solve(np.eye(3) - cross @ tensor, -cross @ field)


def energy(m, stiffness):
    return 0.5 * (stiffness[0] * m[0]**2 + stiffness[1] * m[1]**2)


def follow_cycle(stiffness, alpha, mx, my, component):
    """Integrate, and cut out one cycle between downward zero crossings."""
    def crossing(t, m):
        return m[component]
    crossing.direction = -1
    start = [mx, my, np.sqrt(1 - mx**2 - my**2)]
    horizon = 3 * 2 * np.pi / np.sqrt(stiffness[0] * stiffness[1])
    run = solve_ivp(lambda t, m: velocity(m, stiffness, alpha), (0, horizon),
                    start, method="DOP853", rtol=1e-11, atol=1e-15,
                    events=crossing, dense_output=True)
    assert run.success and len(run.t_events[0]) >= 2
    t1, t2 = run.t_events[0][:2]
    e1 = energy(run.y_events[0][0], stiffness)
    e2 = energy(run.y_events[0][1], stiffness)
    return t1, t2, e1, e2, run.sol


def speed_squared_integral(t1, t2, path, stiffness, alpha):
    times = np.linspace(t1, t2, 2001)
    points = path(times).T
    speed2 = [np.sum(velocity(m, stiffness, alpha)**2) for m in points]
    return simpson(speed2, x=times), points


def numerical_mode(stiffness, damping, bias=0.0):
    """Decay rate and frequency from a finite-difference Jacobian."""
    h = 1e-5
    jac = np.zeros((2, 2))
    for j in range(2):
        plus, minus = np.zeros(3), np.zeros(3)
        plus[j], minus[j] = h, -h
        plus[2] = minus[2] = np.sqrt(1 - h**2)
        jac[:, j] = (velocity(plus, stiffness, damping, bias)
                     - velocity(minus, stiffness, damping, bias))[:2] / (2 * h)
    eig = np.linalg.eigvals(jac)
    return -np.mean(eig.real), np.max(np.abs(eig.imag))


def formula(bx, by, alpha):
    """Derived decay rate, frequency (both / gamma), rho and Lambda."""
    mean, geo = (bx + by) / 2, np.sqrt(bx * by)
    rho = mean / geo
    decay = alpha * mean / (1 + alpha**2)
    freq = np.sqrt(geo**2 - alpha**2 * (mean**2 - geo**2)) / (1 + alpha**2)
    lam = 4 * np.pi * alpha * rho / np.sqrt(1 - alpha**2 * (rho**2 - 1))
    return decay, freq, rho, lam


# ---------------- example parameters (rough typical values) ----------------
B_k, B_demag, alpha = 0.030, 1.000, 0.010      # T, T, dimensionless
length, width, thick = 120e-9, 60e-9, 2e-9     # m, elliptical element
M_s, temperature = 1.2e6, 300.0                # A/m, K
cell = (B_k + B_demag, B_k)                    # (out of plane, in plane)
decay, freq, rho, lam = formula(*cell, alpha)
mean, geo = sum(cell) / 2, np.sqrt(cell[0] * cell[1])

# ---------------- tests: full equation against formulas --------------------
for bx, by, a in [(*cell, alpha), (0.3, 0.3, 0.01), (0.5, 0.1, 0.1),
                  (*cell, 0.1)]:
    _, w, _, expected = formula(bx, by, a)
    for component in (0, 1):                   # two different cycle phases
        t1, t2, e1, e2, path = follow_cycle((bx, by), a, 1e-5, 1e-4, component)
        assert close(t2 - t1, 2 * np.pi / w, 1e-5)
        assert close(np.log(e1 / e2), expected, 1e-5)
    integral, _ = speed_squared_integral(t1, t2, path, (bx, by), a)
    assert close(a * integral, e1 - e2, 1e-5)  # power balance

# Undamped orbit: shape, stored energy and first-order loss from geometry.
t1, t2, e1, e2, path = follow_cycle(cell, 0.0, 1e-5, 1e-4, 1)
integral, points = speed_squared_integral(t1, t2, path, cell, 0.0)
semi_x, semi_y = np.max(np.abs(points[:, :2]), axis=0)
assert close(semi_y / semi_x, np.sqrt(cell[0] / cell[1]), 1e-5)
assert close(e1, geo * semi_x * semi_y / 2, 1e-5)
assert close(integral, np.pi * geo * (semi_x**2 + semi_y**2), 1e-5)
orbit_loss = alpha * integral / e1
assert close(orbit_loss, 4 * np.pi * alpha * rho, 1e-5)

# Jacobian eigenvalues; comparison at equal mean and at equal geometric mean.
num_decay, num_freq = numerical_mode(cell, alpha)
assert close(num_decay, decay, 1e-6) and close(num_freq, freq, 1e-6)
eqA_decay, eqA_freq = numerical_mode((mean, mean), alpha)
eqG_decay, eqG_freq = numerical_mode((geo, geo), alpha)
assert close(num_decay, eqA_decay, 1e-6)
assert close(eqA_freq / num_freq, rho, 1e-3)   # differs at order alpha^2
assert close(num_freq, eqG_freq, 1e-3)         # differs at order alpha^2
assert close(num_decay / eqG_decay, rho, 1e-6)

# Overdamped threshold.
alpha_crit = 1 / np.sqrt(rho**2 - 1)
assert numerical_mode(cell, 0.99 * alpha_crit)[1] > 0
assert numerical_mode(cell, 1.01 * alpha_crit)[1] == 0

# Weak ellipticity: the excess is delta^2/8 (next term is 0.2 % of it here).
delta = 0.1
d, w = numerical_mode((1 + delta / 2, 1 - delta / 2), 1e-3)
weak_excess = d / (1e-3 * w) - 1
assert close(weak_excess, delta**2 / 8, 5e-3)

# Diagonal damping tensor: the penalty can turn into a gain.
axis_ratio = np.sqrt(cell[0] / cell[1])        # in-plane / out-of-plane
for dx, dy in [(1e-3, 0.0), (0.0, 1e-3), (1e-3, 2e-3)]:
    d, w = numerical_mode(cell, np.array([dx, dy, 0.0]))
    assert close(4 * np.pi * d / w,
                 2 * np.pi * (dx / axis_ratio + dy * axis_ratio), 1e-4)
d_ell, w_ell = numerical_mode(cell, np.array([1e-3, 0.0, 0.0]))
d_cir, w_cir = numerical_mode((geo, geo), np.array([1e-3, 0.0, 0.0]))
tensor_ratio = (d_ell / w_ell) / (d_cir / w_cir)
assert tensor_ratio < 1

# ---------------- worked example -------------------------------------------
lam_circ = formula(geo, geo, alpha)[3]
loss, loss_circ = 1 - np.exp(-lam), 1 - np.exp(-lam_circ)
print("INPUTS (rough typical values)")
print(f"in-plane stiffness By        {cell[1]*1e3:.0f} mT")
print(f"out-of-plane stiffness Bx    {cell[0]*1e3:.0f} mT")
print(f"Gilbert damping alpha        {alpha:.3f}")
print(f"element size                 {length*1e9:.0f} x {width*1e9:.0f}"
      f" x {thick*1e9:.0f} nm")
print(f"saturation magnetization     {M_s/1e3:.0f} kA/m")
print(f"temperature                  {temperature:.0f} K")
print(f"gamma/(2 pi)                 {gamma/2/np.pi/1e9:.3f} GHz/T")
print("ELLIPTICAL CELL")
print(f"arithmetic mean A            {mean*1e3:.1f} mT")
print(f"geometric mean G             {geo*1e3:.1f} mT")
print(f"rho = A/G                    {rho:.3f}")
print(f"orbit axis ratio ay/ax       {axis_ratio:.2f}")
print(f"frequency                    {gamma*freq/2/np.pi/1e9:.3f} GHz")
print(f"period                       {2*np.pi/(gamma*freq)*1e9:.4f} ns")
print(f"amplitude decay time         {1e9/(gamma*decay):.3f} ns")
print(f"first-order loss 4 pi a rho  {orbit_loss:.4f}")
print(f"exponent Lambda              {lam:.4f}")
print(f"energy lost per cycle        {loss*100:.2f} %")
print(f"cycles to lose 90 % energy   {np.log(10)/lam:.2f}")
print("CIRCULAR, SAME G")
print(f"frequency                    {gamma*eqG_freq/2/np.pi/1e9:.3f} GHz")
print(f"amplitude decay time         {1e9/(gamma*eqG_decay):.3f} ns")
print(f"exponent Lambda              {lam_circ:.4f}")
print(f"energy lost per cycle        {loss_circ*100:.2f} %")
print(f"cycles to lose 90 % energy   {np.log(10)/lam_circ:.2f}")
print(f"ratio of lost fractions      {loss/loss_circ:.3f}")
print("CIRCULAR, SAME A")
print(f"frequency                    {gamma*eqA_freq/2/np.pi/1e9:.3f} GHz")
print(f"amplitude decay time         {1e9/(gamma*eqA_decay):.3f} ns")
print("LIMITS")
print(f"overdamped above alpha       {alpha_crit:.3f}")
print(f"excess rho-1 at delta=0.1    {weak_excess:.6f}")
print(f"x-only damping, ell./circ.   {tensor_ratio:.3f}")
print("BIAS FIELD ALONG EASY AXIS")
for bias in (0.05, 0.2, 1.0):
    dec_b, w_b, rho_b, lam_b = formula(cell[0] + bias, cell[1] + bias, alpha)
    d, w = numerical_mode(cell, alpha, bias)
    assert close(d, dec_b, 1e-6) and close(w, w_b, 1e-6)
    print(f"{bias*1e3:5.0f} mT: rho {rho_b:.3f}, loss"
          f" {100*(1-np.exp(-lam_b)):.2f} %, f {gamma*w_b/2/np.pi/1e9:.2f} GHz")

# ---------------- size of neglected effects --------------------------------
volume = np.pi / 4 * length * width * thick
thermal = const.k * temperature / (M_s * volume)      # kT per moment, tesla
rms_linear = np.sqrt(thermal / B_k)
phi = np.linspace(-np.pi / 2, np.pi / 2, 2001)[:, None]
lat = np.linspace(-0.3, 0.3, 1201)[None, :]           # out-of-plane angle
weight = np.cos(lat) * np.exp(-energy((np.sin(lat), np.cos(lat) * np.sin(phi)),
                                      cell) / thermal)
rms_full = np.sqrt(np.sum(weight * (np.cos(lat) * np.sin(phi))**2)
                   / np.sum(weight))
assert close(rms_full, rms_linear, 0.03)              # anharmonic well
print("NEGLECTED EFFECTS")
print(f"barrier / kT                 {B_k/2/thermal:.1f}")
print(f"thermal rms in-plane angle   {np.degrees(np.arcsin(rms_full)):.2f} deg")
for angle in (10, 20, 30):
    my = np.sin(np.radians(angle))
    t1, t2, e1, e2, _ = follow_cycle(cell, alpha, 1e-9, my, 0)
    print(f"start {angle} deg: loss {100*(1-e2/e1):.2f} %, f"
          f" {gamma/(t2-t1)/1e9:.3f} GHz, E {e1/thermal:.2f} kT")
stray = 0.005                                         # T, reference layer
for sign in (1, -1):
    _, _, rho_s, lam_s = formula(cell[0] + sign*stray, cell[1] + sign*stray,
                                 alpha)
    print(f"stray {sign*stray*1e3:+.0f} mT: rho {rho_s:.3f}, loss"
          f" {100*(1-np.exp(-lam_s)):.2f} %")
exchange = 15e-12                                     # J/m
B_ex = 2 * exchange * (np.pi / length)**2 / M_s
f_next = gamma * formula(cell[0] + B_ex, cell[1] + B_ex, alpha)[1] / 2 / np.pi
print(f"exchange stiffness           {exchange*1e12:.0f} pJ/m")
print(f"exchange field, next mode    {B_ex*1e3:.1f} mT")
print(f"next mode (exchange only)    {f_next/1e9:.2f} GHz")
print(f"energy linewidth Gamma/pi    {gamma*decay/np.pi/1e9:.3f} GHz")
mixing = 1e19                                         # 1/m^2
alpha_pump = gamma * const.hbar * mixing / (4 * np.pi * M_s * thick)
print(f"spin-mixing conductance      {mixing*1e-18:.0f} per nm2")
print(f"spin-pumping damping         {alpha_pump:.4f}")
print("all tests passed")
```

Running it gives:

```
INPUTS (rough typical values)
in-plane stiffness By        30 mT
out-of-plane stiffness Bx    1030 mT
Gilbert damping alpha        0.010
element size                 120 x 60 x 2 nm
saturation magnetization     1200 kA/m
temperature                  300 K
gamma/(2 pi)                 28.025 GHz/T
ELLIPTICAL CELL
arithmetic mean A            530.0 mT
geometric mean G             175.8 mT
rho = A/G                    3.015
orbit axis ratio ay/ax       5.86
frequency                    4.924 GHz
period                       0.2031 ns
amplitude decay time         1.072 ns
first-order loss 4 pi a rho  0.3789
exponent Lambda              0.3790
energy lost per cycle        31.55 %
cycles to lose 90 % energy   6.07
CIRCULAR, SAME G
frequency                    4.926 GHz
amplitude decay time         3.231 ns
exponent Lambda              0.1257
energy lost per cycle        11.81 %
cycles to lose 90 % energy   18.32
ratio of lost fractions      2.672
CIRCULAR, SAME A
frequency                    14.852 GHz
amplitude decay time         1.072 ns
LIMITS
overdamped above alpha       0.352
excess rho-1 at delta=0.1    0.001252
x-only damping, ell./circ.   0.171
BIAS FIELD ALONG EASY AXIS
   50 mT: rho 1.973, loss 21.96 %, f 8.24 GHz
  200 mT: rho 1.372, loss 15.84 %, f 14.90 GHz
 1000 mT: rho 1.058, loss 12.45 %, f 40.52 GHz
NEGLECTED EFFECTS
barrier / kT                 49.1
thermal rms in-plane angle   5.82 deg
start 10 deg: loss 31.61 %, f 4.892 GHz, E 1.48 kT
start 20 deg: loss 31.78 %, f 4.796 GHz, E 5.75 kT
start 30 deg: loss 32.07 %, f 4.640 GHz, E 12.29 kT
stray +5 mT: rho 2.811, loss 29.77 %
stray -5 mT: rho 3.280, loss 33.79 %
exchange stiffness           15 pJ/m
exchange field, next mode    17.1 mT
next mode (exchange only)    6.22 GHz
energy linewidth Gamma/pi    0.297 GHz
spin-mixing conductance      10 per nm2
spin-pumping damping         0.0062
all tests passed
```
